# The half-shell break and quarter-shell plateaus in lanthanide 4f ionisation

**Q.** I plot the third ionisation energies of the lanthanides against the number of 4f electrons. They rise, fall sharply after the seventh electron, and rise again. Near one quarter and three quarters filling the rise almost stops. What quantity should I calculate to understand this?

**A.** Take a doubly charged ion with configuration $4f^q$ and remove one 4f electron. At fixed nuclear charge the energy needed is

$$I(q)=E(4f^{q-1})-E(4f^q),$$

with both ions in their Hund ground terms. I use one configuration for each ion, the same orbitals before and after removal, and no spin-orbit coupling.

Each f electron then has the same one-electron energy $-W$, which contains its kinetic energy, its attraction to the nucleus and its interaction with the closed shells. If $V(n)$ is the repulsion among $n$ f electrons, $E(4f^n)=-nW+V(n)$ plus a constant, and

$$I(q)=W-[V(q)-V(q-1)].$$

Some points on your plot need care. Doubly charged La and Gd have a 5d electron in their ground configurations, so their measured third ionisation energies are not 4f removal energies. Nor is that of Lu: its doubly charged ion has one electron outside a full 4f shell, and that electron is the one removed. The series described here therefore ends at Yb, with $q=14$.

**Q.** How do I find the repulsion between two f electrons?

**A.** For a single determinant, $V$ is a sum over pairs. A pair with opposite spins in orbitals $m,m'$ costs the direct energy $J$. A pair with parallel spins costs $P=J-K$, because antisymmetry adds the exchange term. In atomic units the repulsion is

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\frac{4\pi}{2k+1}\sum_qY_{kq}^*(1)Y_{kq}(2).$$

Let $F^k$ be the average of $r_<^k/r_>^{k+1}$ over the radial densities of two 4f electrons, and define

$$c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{3m}^*Y_{k,m-m'}Y_{3m'}\,d\Omega .$$

The azimuthal integrals select $q=0$ in $J$ and $q=m-m'$ in $K$ (up to sign), so

$$J(m,m')=\sum_kc^k(m,m)c^k(m',m')F^k,\qquad K(m,m')=\sum_k[c^k(m,m')]^2F^k.$$

Parity and angular-momentum addition leave $k=0,2,4,6$. Multiplying $c^2,c^4,c^6$ by $15,\,33,\,429/5$ gives these numbers, with orbitals ordered $3,2,1,0,-1,-2,-3$:

- $k=2$: diagonal $-5,0,3,4,3,0,-5$; squares $[c(3,m')]^2$: $25,25,10,0,0,0,0$.
- $k=4$: diagonal $3,-7,1,6,1,-7,3$; squares $9,30,54,63,42,0,0$.
- $k=6$: diagonal $-1,6,-15,20,-15,6,-1$; squares $1,7,28,84,210,462,924$.

The scaled squares $[c(2,1)]^2$ are $15,32,105$. As a sample, $|Y_{33}|^2\propto\sin^6\theta$ has $\langle\cos^2\theta\rangle=1/9$. Hence $c^2(3,3)=\langle(3\cos^2\theta-1)/2\rangle=-1/3=-5/15$.

The scale factors are absorbed in

$$F_2=\frac{F^2}{225},\qquad F_4=\frac{F^4}{1089},\qquad F_6=\frac{25F^6}{184041}.$$

**Q.** Why should the eighth electron be so much easier to remove than the seventh?

**A.** Compare what an electron pays in a half-filled shell with what a newcomer of opposite spin pays. Seven parallel electrons occupy all seven orbitals, and their total density is spherical. The parts of $J$ with $k>0$ therefore cancel; for $k=2$ the diagonal numbers indeed add to zero. The newcomer pays

$$\sum_{m'}J(m,m')=7F^0.$$

An electron belonging to the half shell has exchange as well. The sum $\sum_{m'}K(m,m')$ does not depend on $m$, because exchange with a full set of orbitals is unchanged by rotation. I can therefore use the row $m=3$. Its squares add to $60$, $198$ and $1716$, and the $k=0$ part contributes $F^0$ from $m'=m$. Since $J(m,m)=K(m,m)$, including the electron itself in the sum of $J-K$ changes nothing:

$$\sum_{m'\ne m}P(m,m')=7F^0-(F^0+60F_2+198F_4+1716F_6)=6E^0,$$

$$E^0=F^0-10F_2-33F_4-286F_6.$$

Thus $E^0$ is the mean cost of a parallel pair. The newcomer pays $7F^0=7E^0+7(F^0-E^0)$. Racah's parameter $E^1$ is defined so that the excess is

$$9E^1=7(F^0-E^0)=70F_2+231F_4+2002F_6.$$

All terms are positive. Antisymmetry makes the wavefunction of two parallel electrons vanish where they meet, which lowers their mean repulsion. The eighth electron has no parallel partner and loses that advantage with all seven others.

**Q.** That accounts for an average pair. Where does the quarter-shell structure come from?

**A.** It comes from the way the cost of a parallel pair depends on its orbitals. Count the parallel determinants by $M=m+m'$: there is one at $M=5$, one at $4$, two at $3$, two at $2$, three at $1$ and three at $0$. This gives the terms $^3H$, $^3F$ and $^3P$, with $L=5,3,1$.

The single determinant at $M=5$ gives

$$\begin{aligned}
E(^3H)=P(3,2)&=F^0+[(-5)(0)-25]F_2\\
&\quad+[3(-7)-30]F_4+[(-1)(6)-7]F_6\\
&=F^0-25F_2-51F_4-13F_6.
\end{aligned}$$

Subtracting the mean,

$$E(^3H)-E^0=-15F_2-18F_4+273F_6=-9E^3,$$

$$3E^3=5F_2+6F_4-91F_6.$$

At $M=3$ the two determinants contain one $^3H$ and one $^3F$ state. The trace of a matrix equals the sum of its eigenvalues, so $E(^3H)+E(^3F)=P(3,0)+P(2,1)$. The same arithmetic gives

$$P(3,0)=F^0-20F_2-45F_4-104F_6,$$
$$P(2,1)=F^0-15F_2-39F_4-195F_6.$$

Adding these and subtracting $E(^3H)$,

$$E(^3F)=F^0-10F_2-33F_4-286F_6=E^0.$$

The mean over all 21 parallel pairs is $E^0$. If the $^3P$ shift is $xE^3$, orbital degeneracies $11,7,3$ require $11(-9)+7(0)+3x=0$, so $x=33$.

For the Coulomb repulsion $E^3$ is positive. Since $r_<^k/r_>^{k+1}$ cannot increase with $k$, $F^2\ge F^6$. The first term of $3E^3$ is $F^2/45\approx0.022F^2$, while the negative term is about $0.012F^6$. Of the three triplets, $^3H$ therefore lies lowest.

**Q.** How do two-electron terms tell me the energy of three, four or more electrons?

**A.** Write each parallel pair as $P(m,m')=E^0+h(m,m')E^3$. The determinants $(3,2)$ and $(3,1)$ are the only parallel ones at $M=5$ and $M=4$. Both belong to $^3H$, so $h(3,2)=h(3,1)=-9$.

For $(2,1)$, apply the lowering operator to $|3,1\rangle$. An orbital $m$ acquires the factor $\sqrt{12-m(m-1)}$, which is $\sqrt6$ for $m=3$ and $\sqrt{12}$ for $m=1$. After normalization,

$$|^3H,M=3\rangle=\sqrt{\tfrac13}|2,1\rangle+\sqrt{\tfrac23}|3,0\rangle.$$

Thus $|2,1\rangle$ is one third $^3H$ and two thirds $^3F$. Its mean shift is $h(2,1)=\tfrac13(-9)+\tfrac23(0)=-3$.

Hund's rules select greatest spin, then greatest $L$. For up to seven electrons, fill spin-up orbitals in the order $3,2,1,0,\ldots$. No other determinant has both this greatest $M_S$ and this greatest $M_L$, so it is itself a state of the Hund term. Its energy is the sum of its pairs. Calling the total coefficient of $E^3$ $e_3(n)$,

$$e_3(2)=-9,\qquad e_3(3)=-9-9-3=-21.$$

One and zero electrons have no pairs, so $e_3(0)=e_3(1)=0$.

**Q.** Must I add all the pairs again for four to seven electrons?

**A.** No. Since $\sum_{m'\ne m}P(m,m')=6E^0$, every row of $h$ sums to zero. Divide the seven orbitals into an occupied set $A$ and an empty set $B$. Let $h_A,h_B$ be the sums over pairs inside each set and $h_{AB}$ the sum over pairs between them. Adding the rows in $A$ counts its internal pairs twice, and likewise for $B$:

$$2h_A+h_{AB}=0,\qquad 2h_B+h_{AB}=0.$$

Hence $h_A=h_B$. A rotation that reverses every $m$ turns the complement of a Hund set into another Hund set without changing its energy. Therefore $e_3(7-n)=e_3(n)$, and

$$e_3(0),\ldots,e_3(7)=0,0,-9,-21,-21,-9,0,0.$$

Beyond half filling, put $n=7+p$. The spin-up shell is full, and $p$ spin-down electrons fill orbitals in the same order. The uniqueness argument still holds. The full shell contributes $21E^0$, each added electron pays $7E^0+9E^1$ to it, and the added electrons repel one another as before:

$$V(7+p)=21E^0+p(7E^0+9E^1)+\frac{p(p-1)}2E^0+e_3(p)E^3.$$

The $E^0$ coefficients add to $(7+p)(6+p)/2=n(n-1)/2$. For every filling,

$$V(n)=\frac{n(n-1)}2E^0+e_1(n)E^1+e_3(n)E^3,$$

where $e_1=0$ for $n\le7$ and $e_1=9(n-7)$ above, while $e_3(7+p)=e_3(p)$.

That these are the lowest terms is what Hund's rules state, and so far I have assumed it. The numerical check tests it by diagonalizing the repulsion for every $f^n$ with two Coulomb-like parameter sets; the lowest energies agree with this formula. This is not a proof for all parameters, and the ordering $F^2\ge F^4\ge F^6$ alone does not ensure it: for $f^2$ with $F^4=F^6=0$, the singlet $^1G$ lies $5F_2$ below $^3H$.

**Q.** What does this predict for the shape of my plot?

**A.** Subtract successive values of $V$. The number of pairs grows by $q-1$, so

$$\begin{aligned}
I(q)=W-(q-1)E^0&-[e_1(q)-e_1(q-1)]E^1\\
&-[e_3(q)-e_3(q-1)]E^3.
\end{aligned}$$

The $E^1$ term is zero through $q=7$ and $-9E^1$ from $q=8$ onward. It lowers the curve once; it does not grow with each later electron.

The $E^3$ contributions for $q=1$ to $7$ are $0,9,12,0,-12,-9,0$ times $E^3$, repeated for $q=8$ to $14$. The second and third electrons enter with pair costs below the mean and are harder to remove. The fifth and sixth enter with costs above the mean and are easier to remove.

From one element to the next, $W$ and the repulsion parameters also change. Call the change in $W-(q-1)E^0$ the smooth step $s$. The observed overall rise corresponds to positive $s$; the two features do not explain that rise. If $E^3$ is nearly equal in neighbouring ions, the steps from $1\to2$ through $6\to7$ are

$$s+\{9,3,-12,-12,3,9\}E^3.$$

From $8\to9$ through $13\to14$ both energies contain $-9E^1$, so each step also includes $-9$ times the change of $E^1$ between the two ions. The same six steps repeat only if this extra part is small beside the steps themselves. Because of the factor 9, even a slight change of $E^1$ can matter: with the parameters of the example below, a 2% rise would lower a step by 0.13 eV. Contraction of the 4f orbital produces changes of this size: a non-relativistic, exchange-only local-density estimate gives 2–3% per element in the second half, about 0.2 eV per step, which is not small beside a plateau step. The reduced steps $3\to4$ and $4\to5$ surround one quarter filling, and $10\to11$ and $11\to12$ surround three quarters. If $s>12E^3$ the curve flattens but still rises. If $s<12E^3$ it falls there.

At $7\to8$ the $E^3$ terms vanish on both sides, and the step is $s-9E^1$, with $E^1$ taken for the ion with eight f electrons. A drop requires $9E^1>s$.

**Q.** Can you put sizes on the two effects?

**A.** Here is a model with round parameters, not a calculation of particular ions. Take a hydrogenic 4f orbital with effective charge 14, kept fixed along the series. Its mean radius is 0.68 angstrom, and

$$F^2=10.720,\qquad F^4=7.163,\qquad F^6=5.299\ \text{eV}.$$

Dividing by the scale factors gives $F_2=0.04765$, $F_4=0.006577$ and $F_6=0.000720$ eV. Then

$$9E^1\approx3.335+1.519+1.441\approx6.30\ \text{eV},$$

$$E^3\approx\frac{0.2382+0.0395-0.0655}{3}\approx0.0707\ \text{eV}.$$

The half-shell lowering is 6.30 eV (0.231 hartree). Each quarter-shell step is lowered by $12E^3=0.85$ eV (0.031 hartree).

Choose a smooth part of 20 eV at $q=1$, rising by $s=1$ eV per element. This $s$ is imposed to resemble the observed rise; the fixed orbital does not supply it. With orbital and closed shells strictly frozen, an added proton would raise $W$ by $\langle1/r\rangle=23.8$ eV, and with $E^0=18.2$ eV this gives $s=5.6$ eV: no plateau, and a drop of only 0.7 eV at half filling. Around one quarter filling,

$$I(3)=22+0.85=22.85,\quad I(4)=23.00,\quad I(5)=24-0.85=23.15\ \text{eV}.$$

Both steps are 0.15 eV, so this model has a plateau, not a dip. At half filling $I(7)=26.00$ eV and $I(8)=27-6.30=20.70$ eV, a drop of 5.30 eV. The second plateau runs through 23.55, 23.70 and 23.86 eV at $q=10,11,12$.

**Q.** Could both features be the same exchange effect, seen at different fillings?

**A.** Both involve parallel pairs, but they depend on different properties of the repulsion. Replace the Coulomb repulsion by a contact repulsion. The angular delta function contains the Legendre polynomial $P_k$ with weight proportional to $2k+1$, and its radial factor is the same for every $k$. Therefore $F^k=(2k+1)F^0$, which gives

$$\frac{3E^3}{F^0}=\frac5{45}+\frac6{121}-\frac{175}{1089}
=\frac{121+54-175}{1089}=0.$$

Also,

$$\frac{E^0}{F^0}=1-\frac29-\frac3{11}-\frac{50}{99}
=\frac{99-22-27-50}{99}=0.$$

Parallel electrons cannot meet, so they do not feel this repulsion in any orbitals. The quarter-shell structure disappears. An opposite-spin electron still pays $9E^1=7F^0$ to the half shell, so the excess cost behind the break remains. Diagonalization confirms it: each of the first seven electrons costs zero, and each of the next seven costs $7F^0$.

The break thus needs only the difference between the mean parallel and opposite-spin pairs. The quarter-shell structure also needs the parallel-pair cost to vary with orbital state, as it does for the Coulomb repulsion.

**Q.** What should I correct before comparing this with measured energies?

**A.** First, leave out Lu, and make La and Gd refer to 4f removal. For Gd the required quantity is

$$E(4f^7)-E(4f^8)=I_{\rm measured}-[E(4f^8)-E(4f^75d)],$$

where the bracket is an excitation energy of the doubly charged ion. For La, replace $4f^8$ by $4f^1$, $4f^75d$ by $5d^1$, and $4f^7$ by the empty f shell.

Second, spin-orbit coupling splits each term into levels $J$, and a measured ionisation energy connects the lowest ones. Use the mean level energy weighted by $2J+1$ for each ion. Within one term the coupling is proportional to $\mathbf L\cdot\mathbf S$, whose trace is zero, so this mean removes the first-order shift. Mixing between terms remains, and it is not always negligible: for $f^6$ with the integrals of the example and a spin-orbit constant of 0.165 eV, the lowest level lies 0.50 eV and the weighted mean still 0.10 eV below the uncoupled term.

Third, the orbitals contract along the series and relax when an electron is removed, and configurations mix. These effects change $W$ and the effective repulsion parameters, and can add energies outside the three-parameter formula. The coefficients $9$ and $12$ belong to the fixed-orbital, single-configuration model; the energies in the example are not predictions for your measured points.

## Computed results

```
Scaled c^k: factors 15, 33, 429/5 for k = 2, 4, 6
k=2 c(m,m), m=3..-3: -5 0 3 4 3 0 -5
k=2 c(3,m)^2, m=3..-3: 25 25 10 0 0 0 0
k=2 c(2,1)^2: 15
k=4 c(m,m), m=3..-3: 3 -7 1 6 1 -7 3
k=4 c(3,m)^2, m=3..-3: 9 30 54 63 42 0 0
k=4 c(2,1)^2: 32
k=6 c(m,m), m=3..-3: -1 6 -15 20 -15 6 -1
k=6 c(3,m)^2, m=3..-3: 1 7 28 84 210 462 924
k=6 c(2,1)^2: 105
Triplet shifts H, F, P (units of E3): -9 0 33
h(3,2), h(3,1), h(3,0), h(2,1): -9 -9 -6 -3
Effective charge: 14 (dimensionless)
Mean 4f radius: 0.6804 angstrom
F^0: 19.1341 eV
F^2: 10.7203 eV
F^4: 7.1627 eV
F^6: 5.2993 eV
E0: 18.2348 eV
E1: 0.6995 eV
E3: 0.07073 eV
Half-shell lowering 9 E1: 6.2957 eV
9 E1 converted: 0.23136 hartree
Quarter-shell lowering per step 12 E3: 0.8487 eV
12 E3 converted: 0.03119 hartree
Smooth part: 20.0 eV at q=1, rise 1.0 eV per element
q term e1 e3 | smooth, I(q), step to q+1 (eV)
 1 2F  0   0 | 20.0 20.000 +1.637
 2 3H  0  -9 | 21.0 21.637 +1.212
 3 4I  0 -21 | 22.0 22.849 +0.151
 4 5I  0 -21 | 23.0 23.000 +0.151
 5 6H  0  -9 | 24.0 23.151 +1.212
 6 7F  0   0 | 25.0 24.363 +1.637
 7 8S  0   0 | 26.0 26.000 -5.296
 8 7F  9   0 | 27.0 20.704 +1.637
 9 6H 18  -9 | 28.0 22.341 +1.212
10 5I 27 -21 | 29.0 23.553 +0.151
11 4I 36 -21 | 30.0 23.704 +0.151
12 3H 45  -9 | 31.0 23.856 +1.212
13 2F 54   0 | 32.0 25.068 +1.637
14 1S 63   0 | 33.0 26.704 none
Contact repulsion, cost of electrons 1..14 (units of F^0): 0 0 0 0 0 0 0 7 7 7 7 7 7 7
```
